# Proton affinity of H2 from full CI and zero-point energies

**Question**

I want the proton affinity of the hydrogen molecule at zero kelvin, that is, the energy needed to pull a proton off H₃⁺ and leave H₂. Both species have two electrons, so I can afford full configuration interaction (CI). I am stuck on three points.

First, full CI is called exact, yet my well depth changes with the basis. What has to be converged? Second, H₂ has one vibration and the triangular ion H₃⁺ has three. Which zero-point energy do I subtract, and are harmonic frequencies good enough for such light nuclei? Third, the three protons are identical fermions. Does that matter at zero kelvin?

**Answer**

Fix the sign first. The affinity is the energy of the separated products minus that of the ion, so it is positive for a bound proton. With Born–Oppenheimer nuclei and nonrelativistic electrons,

$$A_0=D_e-\left[Z(\mathrm{H_3^+})-Z(\mathrm{H_2})\right],\qquad D_e=E(\mathrm{H_2})-E(\mathrm{H_3^+}).$$

Here $E$ is the energy at the potential minimum, nuclear repulsion included, and $Z$ is the vibrational zero-point energy above it. A free proton at rest contributes nothing. You subtract the change in zero-point energy, because H₂ keeps its own vibration. I use Hartree atomic units in the algebra and eV for the results.

**What full CI solves**

In real orthonormal orbitals $\phi_p$, a singlet pair has the spatial function

$$\Psi(1,2)=\sum_{qr}C_{qr}\,\phi_q(1)\phi_r(2),\qquad C_{qr}=C_{rq}.$$

Let $h$ be the one-electron Hamiltonian. Multiply $H\Psi=E_{\rm el}\Psi$ by $\phi_p(1)\phi_s(2)$ and integrate. Electron 1 gives $\sum_q h_{pq}C_{qs}$, electron 2 gives $\sum_r C_{pr}h_{rs}$, and the repulsion couples all coefficients:

$$hC+Ch+K[C]=E_{\rm el}C,\qquad K[C]_{ps}=\sum_{qr}(pq|rs)\,C_{qr},$$

$$(pq|rs)=\iint \phi_p(1)\phi_q(1)\frac{1}{r_{12}}\phi_r(2)\phi_s(2)\,d1\,d2 .$$

No configuration of the chosen orbitals is missing, so full CI is exact within the basis. What remains to be converged is the orbital basis itself.

I solved this equation iteratively for its lowest eigenvalue in the correlation-consistent bases cc-pVDZ, cc-pVTZ and cc-pVQZ (DZ, TZ, QZ). The geometries were held at the TZ minima: a bond of 74.26 pm in H₂ and an equilateral triangle of side 87.46 pm in H₃⁺.

- DZ: $E(\mathrm{H_2})=-1.163446$ and $E(\mathrm{H_3^+})=-1.331546$ hartree, so $D_e=4.574$ eV.
- TZ: $-1.172337$ and $-1.341542$ hartree, so $D_e=4.604$ eV.
- QZ: $-1.173796$ and $-1.343109$ hartree, so $D_e=4.607$ eV.

The total energies still move by more than a millihartree from TZ to QZ, but most of that cancels in the difference. Each total energy is an upper bound for its geometry. Their difference is not a bound. At its own minima DZ gives 4.585 eV, so about a third of the DZ to TZ change comes from the fixed geometry.

To estimate the limit, I kept the QZ Hartree–Fock energy and assumed that the correlation energy follows $c_X=c_\infty+B/X^3$, with $X=3$ for TZ and $X=4$ for QZ. Multiplying by $X^3$ and subtracting removes $B$:

$$64c_4-27c_3=37c_\infty,\qquad c_\infty=\frac{64c_4-27c_3}{37}.$$

The estimated totals are $-1.174498$ and $-1.343878$ hartree, hence

$$D_e=0.169380\ \text{hartree}=4.609\ \text{eV}.$$

This is 0.002 eV above the QZ value, but that shift is not an error bar. The extrapolated totals are not upper bounds either: they lie a few tens of microhartree below the literature Born–Oppenheimer energies, whose difference is 4.6085 eV. In the ion, each pair of centres can borrow orbitals from the third. Placing the third atom's TZ orbitals, without its nucleus, beside an H₂ of length 87.46 pm lowers the H₂ energy by 0.007 eV. That is the size of the effect in TZ. In QZ it falls to 0.002 eV. The extrapolation does not treat this error separately.

**Zero-point energy of H₂**

Let $m$ be the proton mass, 1836.153 electron masses, and $\mu=m/2$. Near the minimum write $V=\tfrac12\mu\omega^2x^2+ax^3+bx^4$, where $x$ is the bond extension. With $s=1/(2\mu\omega)$ and $x=\sqrt s\,(\hat a+\hat a^\dagger)$,

$$x^3|0\rangle=s^{3/2}\left(3|1\rangle+\sqrt6\,|3\rangle\right),\qquad \langle0|x^4|0\rangle=3s^2.$$

The cubic term has no mean in the ground state, so it first acts in second order. The excitation energies are $\omega$ and $3\omega$:

$$Z(\mathrm{H_2})=\frac{\omega}{2}+3bs^2-\frac{a^2s^3}{\omega}\left(9+\frac63\right)=\frac{\omega}{2}+3bs^2-\frac{11a^2s^3}{\omega}.$$

A TZ full-CI curve gives $\omega=0.5468$ eV. The harmonic value is 0.2734 eV and the formula gives 0.2707 eV. Solving the radial equation for zero angular momentum numerically on the same curve gives 0.2706 eV, which I use below.

**The three vibrations of H₃⁺**

Put the triangle in the complex plane, with corners at angles $\theta_k=0,\,2\pi/3,\,4\pi/3$ and side $R$. The nine nuclear displacements include three out of the plane: one translation and two rotations. Of the six in the plane, two are translations and one is a rotation. The remaining three are vibrations,

$$\delta z_k=\frac{q\,e^{i\theta_k}+c\,e^{-i\theta_k}}{\sqrt3},\qquad c=x+iy,\quad \rho=|c|.$$

From here on, $x$ and $y$ are the two parts of $c$. The real coordinate $q$ is the breathing mode and equals the change of side; $c$ is a degenerate pair. In $\sum_k|\delta\dot z_k|^2$ the cross terms contain $\sum_k e^{\pm2i\theta_k}=0$, so the vibrational kinetic energy is $\tfrac m2(\dot q^2+|\dot c|^2)$.

Rotating the triangle by $2\pi/3$ and relabelling the corners multiplies $c$ by $e^{4\pi i/3}$. A reflection replaces $c$ by $c^*$. The potential may therefore contain $\rho^2$ and $\mathrm{Re}\,c^3$, but not $c$ alone, $\mathrm{Re}\,c^2$ or $\mathrm{Im}\,c^3$. Through fourth order,

$$\begin{aligned}V={}&\tfrac12k_1q^2+\tfrac12k_2\rho^2+a_1q^3+a_2q\rho^2+a_3\mathrm{Re}\,c^3\\&+b_1q^4+b_2q^2\rho^2+b_3\rho^4+b_4q\,\mathrm{Re}\,c^3.\end{aligned}$$

I fitted a sixth-degree polynomial to 37 TZ full-CI energies on a grid in $q$ and $x$ of step 0.1 bohr, with $y=0$. There $\rho^2=x^2$ and $\mathrm{Re}\,c^3=x^3$, so each coefficient above can be read off. The fit does not fix all the digits shown. Other grids move the cubic and quartic values by up to 1% and $b_3$ by about 4%, to 0.034, which changes the zero-point energy below by about 0.0001 eV. In atomic units:

- $k_1=0.44935$, $k_2=0.29134$
- $a_1=-0.23282$, $a_2=-0.38639$, $a_3=0.10422$
- $b_1=0.18213$, $b_2=0.52996$, $b_3=0.03300$, $b_4=-0.38824$

The frequencies $\omega_i=\sqrt{k_i/m}$ are 0.4257 eV for breathing and 0.3428 eV for the pair. The pair counts twice, so the harmonic zero-point energy is

$$\frac{\omega_1}{2}+2\,\frac{\omega_2}{2}=\frac{0.4257}{2}+0.3428=0.5556\ \text{eV}.$$

**A kinetic term that is easy to lose**

A state of zero total angular momentum does not depend on orientation, but the volume available to orientations depends on the shape. This leaves a small term in the vibrational Hamiltonian.

Let $Q=R+q$, so that $z_k=(Qe^{i\theta_k}+ce^{-i\theta_k})/\sqrt3$. Then

$$\sum_k|z_k|^2=Q^2+\rho^2,\qquad \sum_k z_k^2=2Qc.$$

The two principal second moments in the plane are therefore $\tfrac12(Q\pm\rho)^2$. Times $m$, they are the moments of inertia about the in-plane axes.

Write $c=\rho e^{i\varphi}$, let $u=\rho\dot\varphi$, and let $\Omega$ be the angular velocity about the normal. The coupled part of the kinetic energy is

$$\frac m2\left[u^2+2\rho u\Omega+(Q^2+\rho^2)\Omega^2\right].$$

Its matrix has determinant $(Q^2+\rho^2)-\rho^2=Q^2$. Including the in-plane axes, the volume factor is, up to a constant,

$$W=Q(Q^2-\rho^2).$$

The $uu$ element of the inverse matrix is $(Q^2+\rho^2)/Q^2=1+\rho^2/Q^2$. On functions independent of orientation, the kinetic operator is thus

$$T=-\frac1{2m}\left[\frac1W\nabla\!\cdot(W\nabla)+\frac1{Q^2}\frac{\partial^2}{\partial\varphi^2}\right],$$

where $\nabla$ acts on $(q,x,y)$. Setting $\psi=W^{-1/2}\chi$ restores the ordinary Laplacian for $\chi$ and adds a potential. With $f=\ln W$,

$$U=\frac1{2m}\frac{\nabla^2W^{1/2}}{W^{1/2}}=\frac1{2m}\left(\frac12\nabla^2f+\frac14|\nabla f|^2\right).$$

At equilibrium, $\partial_qf=3/R$ and $\partial_q^2f=-3/R^2$. The two directions of $c$ add $-4/R^2$ to the Laplacian. Hence

$$U=\frac1{2m}\left(-\frac7{2R^2}+\frac9{4R^2}\right)=-\frac5{8mR^2}=-0.0034\ \text{eV}.$$

This is the Watson term at the equilibrium geometry. The remaining $\varphi$ derivative vanishes on the harmonic ground state, which depends on $\rho$ but not on $\varphi$. It gives nothing at this order.

**Anharmonic zero-point energy of H₃⁺**

Let $s_i=1/(2m\omega_i)$. The quartic means follow from

$$\langle q^4\rangle=3s_1^2,\qquad \langle q^2\rho^2\rangle=2s_1s_2,\qquad \langle\rho^4\rangle=(3+2+3)s_2^2=8s_2^2.$$

The $b_4$ term is odd in $q$ and averages to zero. The cubic terms create four kinds of state:

- One breathing quantum, with amplitude $\sqrt{s_1}(3a_1s_1+2a_2s_2)$ and energy $\omega_1$. The second part comes from the mean $\langle\rho^2\rangle=2s_2$.
- Three breathing quanta, with squared amplitude $6a_1^2s_1^3$ and energy $3\omega_1$.
- One breathing quantum plus two in the pair. Since $\langle\rho^4\rangle-\langle\rho^2\rangle^2=4s_2^2$, the squared amplitude is $4a_2^2s_1s_2^2$ and the energy is $\omega_1+2\omega_2$.
- Three quanta in the pair, from $\mathrm{Re}\,c^3=x^3-3xy^2$. Its squared norm is $(15-18+27)s_2^3=24s_2^3$. Its one-quantum parts cancel, so the energy is $3\omega_2$.

Dividing squared amplitudes by energies gives

$$\begin{aligned}Z(\mathrm{H_3^+})={}&\frac{\omega_1}2+\omega_2+3b_1s_1^2+2b_2s_1s_2+8b_3s_2^2\\&-\frac{s_1(3a_1s_1+2a_2s_2)^2}{\omega_1}-\frac{2a_1^2s_1^3}{\omega_1}\\&-\frac{4a_2^2s_1s_2^2}{\omega_1+2\omega_2}-\frac{8a_3^2s_2^3}{\omega_2}-\frac5{8mR^2}.\end{aligned}$$

Here $s_1=0.01741$ and $s_2=0.02162$ bohr². In the order written, the quartic terms are $4.5+10.9+3.4=18.7$ meV after rounding the sum, and the cubic terms are $-(25.2+1.0+3.2+1.9)=-31.4$ meV, likewise. The largest single piece is the cubic force that stretches the triangle on average. In eV,

$$Z(\mathrm{H_3^+})=0.5556+0.0187-0.0314-0.0034=0.5396,$$

with the last digit taken from unrounded terms.

Is second order enough? Diagonalizing the same quartic potential in oscillator states, with the Watson term and the $\varphi$ term fixed at equilibrium, gives 0.5443 eV with up to 8 quanta and the same with up to 10. This is a level held inside the well, not a true lowest level: along $q=0.34x$, $y=0$ the fourth-degree part is negative, so the truncated potential falls without bound at large distortions, beyond a barrier. The real potential does not. Higher orders of this potential thus raise $Z$ by 0.005 eV. That is not automatically a better answer: fifth- and sixth-degree terms of the true potential enter at the next order too, and they are absent here. I keep 0.5396 eV. A grid solution for zero angular momentum, with the exact kinetic operator on a TZ surface fitted in Morse-type bond coordinates, gives 0.5397 eV. The 0.005 eV shift is therefore cancelled by the terms that the quartic model omits.

**The affinity**

$$A_0=4.6091-(0.5396-0.2706)=4.340\ \text{eV}\approx419\ \text{kJ/mol}.$$

Harmonic values for both species would give 4.327 eV. The anharmonic and Watson terms together lower the zero-point energy of H₃⁺ by 0.016 eV, and anharmonicity lowers that of H₂ by 0.003 eV, so part of the error cancels. Using the diagonalized $Z$ instead gives 4.335 eV.

Other errors remain. From DZ to TZ the harmonic zero-point energy of H₃⁺ rises by 0.005 eV, and from TZ to QZ by a further 0.001 eV, enough to move the third decimal of $A_0$. The diagonal Born–Oppenheimer correction is 0.014 eV in each species at its TZ minimum and cancels to 0.0001 eV in $D_e$; I take $D_e/m=0.0025$ eV as a cautious scale for what remains. I would report 4.34 eV, with an estimated uncertainty of about 0.01 eV, which is a judgement and not a bound.

The mass dependence is a useful limit. Harmonic terms scale as $m^{-1/2}$. Since $s_i\propto m^{-1/2}$, both $s_i^2$ and $s_i^3/\omega_i$ scale as $1/m$, as does the Watson term. For infinitely heavy nuclei $A_0$ tends to $D_e$, as it must for classical nuclei at rest.

**What identical protons change**

The value above refers to a rotationless ion, and that level does not exist in the vibrational ground state. Its spatial function is unchanged by any exchange of protons, so the spin function would have to be antisymmetric in all three. Three spins with two states each cannot form one.

For a symmetric top with total angular momentum $J$ and projection $K$ on the symmetry axis,

$$E_{JK}=B_rJ(J+1)+(C_r-B_r)K^2,\qquad B_r=\frac1{mR^2},\quad C_r=\frac1{2mR^2}.$$

These constants follow from the moments $mR^2/2$ in the plane and $mR^2$ about the normal. The two functions $K=\pm1$ with $J=1$ gain phases $e^{\pm2\pi i/3}$ under cyclic exchange. They can combine with the matching pair of spin-½ functions into an antisymmetric state. Its energy is

$$2B_r+(C_r-B_r)=B_r+C_r=\frac3{2mR^2}=0.008\ \text{eV},$$

below the $J=1$, $K=0$ level at $2B_r$. H₂ does have an allowed $J=0$ level, with paired proton spins. From the lowest allowed level of the ion, removing the proton therefore costs 4.332 eV. State which convention you use.

**Where the number applies**

EUV lithography tools contain hydrogen at low pressure, roughly a few pascal. Ionization makes H₂⁺, which reacts with H₂ to form H₃⁺. The ion can pass its proton to a gas molecule of higher affinity, such as water at very roughly 7 eV.

Two assumptions then need care. At 298.15 K, classical translation and rotation with frozen vibrations give $\tfrac52kT+\tfrac72kT$ for the proton and H₂, against $4kT$ for H₃⁺. The dissociation enthalpy rises by $2kT=0.05$ eV, to about 4.39 eV. This is rough, because rotation of H₂ is not fully classical at that temperature. A freshly formed ion may also be vibrationally hot: one quantum of the degenerate mode lowers the energy needed to release the proton by roughly 0.3 eV, far more than the errors discussed above.

The result is a gas-phase property. In a resist film, the acid's anion and the polarization of its surroundings enter the proton-transfer energy, and $A_0$ alone does not measure acid strength.

Numbers in the example were calculated in double precision.
